Dangling-bond diffusion across dimer rows by alternating intradimer and inter-row hops

On hydrogen-terminated Si(001) the surface atoms pair into dimers, and the dimers stand in parallel rows. Each surface atom carries one hydrogen atom. Where one hydrogen is missing, a dangling bond remains. It moves when a neighbouring hydrogen hops into the empty place, so defect and hydrogen move in opposite directions.

Let x be the coordinate perpendicular to the rows. Along x the defect meets two kinds of link in alternation. An intradimer link joins the two atoms of one dimer and has length a. An inter-row link joins facing atoms of neighbouring rows and has length b. The period is L = a + b.

The defect leaves a site through its intradimer link with probability k₁ per unit time, and through its inter-row link with probability k₂ per unit time. Both rates are positive, and K = k₁ + k₂. Successive hops have no memory: the defect comes to thermal rest at each site before it hops again. All sites have equal energy and equal vibrational properties, neighbouring rows are in register, and no other defect is near.

Detailed balance requires that in equilibrium the flow from site i to site j equals the flow back. Since equivalent sites are equally occupied, each link has the same rate in both directions. The diffusion coefficient D is defined by the long-time law ⟨x²⟩ → 2Dt, for a defect that starts at x = 0.

**(a) Mark the left site of a dimer by s = +1 and the right site by s = −1. Find the mean displacement ⟨x⟩ as a function of time. Does the defect drift?**

*Solution.* From a left site the intradimer hop goes to the right, by +a, and the inter-row hop goes to the left, by −b. From a right site both directions are reversed. The two displacements are therefore +sa and −sb, and either hop changes s into −s.

For any function f(x, s), the rate of change of its mean is the mean over all hops of rate times change:

d⟨f⟩/dt = ⟨ k₁[f(x + sa, −s) − f(x, s)] + k₂[f(x − sb, −s) − f(x, s)] ⟩.

For f = s, each bracket equals −2s, so

d⟨s⟩/dt = −2K⟨s⟩, ⟨s⟩ = s₀ exp(−2Kt),

where s₀ is the starting value of s. For f = x, the brackets are sa and −sb:

d⟨x⟩/dt = v⟨s⟩, v = k₁a − k₂b.

The quantity sv is the mean velocity of a defect that is known to sit on a site of type s. Integration from ⟨x⟩ = 0 gives

⟨x⟩ = s₀v[1 − exp(−2Kt)]/(2K).

There is no lasting drift. The mean moves by at most |v|/(2K), because the defect soon forgets on which side of a dimer it began. As this shift is bounded, D would be the same if it were defined by the variance instead of ⟨x²⟩.

**(b) Find ⟨x²⟩ at all times, and from it D. Compare the result with what the initial growth of ⟨x²⟩ would suggest.**

*Solution.* For f = x² the two changes are

(x + sa)² − x² = 2axs + a²,
(x − sb)² − x² = −2bxs + b²,

because s² = 1. Therefore

d⟨x²⟩/dt = k₁a² + k₂b² + 2v⟨xs⟩.

The last term contains the correlation between where the defect is and which way it tends to go next. For f = xs the changes are

(x + sa)(−s) − xs = −2xs − a,
(x − sb)(−s) − xs = −2xs + b.

Multiplication by k₁ and k₂ and addition give

d⟨xs⟩/dt = −2K⟨xs⟩ − v.

Since x = 0 at the start, ⟨xs⟩ starts from zero for either starting site, and

⟨xs⟩ = −v[1 − exp(−2Kt)]/(2K).

The product v⟨xs⟩ is never positive. It is the average of the displacement x times the mean velocity sv on the site reached. For v ≠ 0 and t > 0 this average is negative: weighted by distance, the velocity points back towards the start. The correlation thus expresses the back-and-forth motion over the links. Insertion gives

d⟨x²⟩/dt = k₁a² + k₂b² − (v²/K)[1 − exp(−2Kt)].

The integral of 1 − exp(−2Kt) from 0 to t is t − [1 − exp(−2Kt)]/(2K). Hence

⟨x²⟩ = [k₁a² + k₂b² − v²/K]t + v²[1 − exp(−2Kt)]/(2K²).

To simplify the coefficient of t, multiply it by K and write out both parts:

K(k₁a² + k₂b²) = k₁²a² + k₁k₂b² + k₁k₂a² + k₂²b²,
v² = k₁²a² − 2k₁k₂ab + k₂²b².

The squares of the rates cancel in the difference, which is

K(k₁a² + k₂b²) − v² = k₁k₂(a² + 2ab + b²) = k₁k₂L².

The result is

⟨x²⟩ = 2Dt + v²[1 − exp(−2Kt)]/(2K²),

D = L²k₁k₂/[2(k₁ + k₂)].

As a check on the factor 2, take k₁ = k₂ = k and a = b = L/2. Then D = L²k/4 = ka², the known value for a uniform chain with rate k in each direction.

For times much shorter than 1/(2K) the correlation has not yet built up, and ⟨x²⟩ grows as 2D₀t with

D₀ = (k₁a² + k₂b²)/2.

This is what one obtains by treating successive hops as independent. The derivation shows that

D₀ − D = v²/(2K) ≥ 0,

so the early slope can only overestimate D. The two agree when k₁a = k₂b, for then the mean velocity vanishes on every site.

D₀ depends on a and b separately, whereas D contains only their sum. For k₁ = 3 s⁻¹, k₂ = 1 s⁻¹ and L = 0.768 nm, a numerical solution of the master equation gave a late slope corresponding to D = 0.221 nm²/s both for a = 0.10 nm and for a = 0.24 nm. The formula gives the same value.

**(c) Obtain D again from a steady flux of many defects that are too dilute to affect one another. What does this say about the way the two links combine?**

*Solution.* Let nᵢ be the mean occupation of site i, and kᵢ the rate of the link between i and i + 1. The net flux to the right through that link is

J = kᵢnᵢ − kᵢnᵢ₊₁ = kᵢ(nᵢ − nᵢ₊₁).

In a steady state no defects pile up at any site, so J is the same through every link. The occupation then falls by J/k₁ over an intradimer link and by J/k₂ over an inter-row link. Over one period it falls by

δ = J(1/k₁ + 1/k₂).

A period contains two sites, so the number of defects per unit length is c = (n_left + n_right)/L. From one period to the next both occupations fall by δ, and c falls by 2δ/L over the distance L. The size of the gradient is 2δ/L². Fick's law, J = D × (size of the gradient), gives

D = JL²/(2δ) = L²/[2(1/k₁ + 1/k₂)],

which is the result of part (b) after multiplication above and below by k₁k₂.

The inverse rates add like resistances in series. The flux cannot avoid either link, and the larger inverse rate takes the larger share of the drop in occupation. This holds because every path across the rows must cross both kinds of link in turn, and all links of one kind are alike. If a second path led around the slow link, the two paths would share the flux and the simple sum would no longer hold.

**(d) In what sense does the slower hop control D? Give bounds that hold for all positive rates, the sensitivity of D to each rate, and the apparent activation energy.**

*Solution.* Call the smaller rate k_min and the larger k_max. Since k₁k₂ = k_min k_max,

D = (L²k_min/2) × k_max/(k_min + k_max).

The last fraction equals 1/2 when the rates are equal. It rises towards 1 as k_max grows at fixed k_min, but does not reach it. Hence

L²k_min/4 ≤ D < L²k_min/2.

The slower rate alone fixes D to within a factor of two, however fast the other hop may be. The approach to the upper limit can be read from the fraction D/(L²k_min/2), obtained numerically from a steady flux:

k₁/k₂ = 1: 0.50
k₁/k₂ = 3: 0.75
k₁/k₂ = 10: 0.91
k₁/k₂ = 100: 0.99

The values for k₁/k₂ = 0.1 and 0.01 are again 0.91 and 0.99, because the formula is symmetric in the two rates.

Control can also be measured by the relative change of D for a small relative change of one rate, with the other rate and L held fixed. From

ln D = ln(L²/2) + ln k₁ + ln k₂ − ln(k₁ + k₂)

one finds

∂ln D/∂ln k₁ = 1 − k₁/K = k₂/K,
∂ln D/∂ln k₂ = 1 − k₂/K = k₁/K.

The two sensitivities add up to 1, and the slower hop has the larger one. For k₁ = 3 s⁻¹ and k₂ = 1 s⁻¹ they are 0.25 for the faster hop and 0.75 for the slower. The statement that the slower hop controls diffusion is therefore a limiting law. It is accurate when the rates differ widely, and at equal rates control is shared equally.

Now let the rates follow the Arrhenius law, kᵢ = νᵢ exp(−Eᵢ/kT), with constant prefactors νᵢ and barriers Eᵢ. With β = 1/kT, d ln kᵢ/dβ = −Eᵢ. The apparent activation energy at constant L is

E_app = −d ln D/dβ = (k₂/K)E₁ + (k₁/K)E₂.

Each barrier is weighted by the sensitivity to its own rate. When the rates differ widely, E_app is close to the barrier of the slower hop. That need not be the higher barrier, since a small prefactor can also make a hop slow.

**(e) Follow the defect from row to row. Find the probability that an inter-row hop is followed by another in the same direction, and use it to explain both limits of D.**

*Solution.* Suppose that the defect has just hopped to the right into a new row. It arrives on the left site of a dimer. To continue to the right it must leave from the right site. Let p be the probability of this outcome starting from the left site, and q the same probability starting from the right site.

At any site the next hop is intradimer with probability k₁/K and inter-row with probability k₂/K. An inter-row hop from the left site is a return and contributes nothing to p. Thus

p = (k₁/K)q,
q = k₂/K + (k₁/K)p.

Substitution of the second equation in the first gives

p(1 − k₁²/K²) = k₁k₂/K².

Multiply by K² and use K² − k₁² = (K − k₁)(K + k₁) = k₂(2k₁ + k₂). Then

p = k₁/(2k₁ + k₂).

By symmetry the same p holds for motion to the left. It is always below 1/2, so a return is more likely than a further advance. For k₁ = 3 s⁻¹ and k₂ = 1 s⁻¹, p = 3/7 = 0.43.

Measured between dimer centres, each inter-row hop is a step of ±L. Two successive steps have the same sign with probability p and opposite signs with probability 1 − p. The mean product of their signs is p − (1 − p) = 2p − 1, which we call r. For steps that are m apart it is rᵐ. For a large number N of steps, the mean square displacement per step is

L²(1 + 2r + 2r² + …) = L²(1 + r)/(1 − r) = L²p/(1 − p).

Every site has inter-row rate k₂, so N grows as k₂t. Its relative spread vanishes at long times, and because the mean step is zero this spread does not alter the leading growth. The displacement measured between dimer centres differs from x by no more than a, which is also irrelevant at long times. Therefore

D = (L²k₂/2) × p/(1 − p).

Since 1 − p = (k₁ + k₂)/(2k₁ + k₂), the ratio p/(1 − p) is k₁/(k₁ + k₂), and the earlier result returns.

If k₁ ≫ k₂, the defect crosses its dimer many times before it leaves the row. It then has no memory of the side on which it entered, p → 1/2, and the steps are independent. The dimer acts as one site, which is left at total rate k₂ in steps of length L, so D → L²k₂/2.

If k₁ ≪ k₂, then p → k₁/k₂, which is small. The defect shuttles across the gap between two rows, and nearly every inter-row hop is undone. Here the two facing atoms act as one site, and the rare intradimer hop carries the defect onwards: D → L²k₁/2. Frequent row changes are thus no sign of fast diffusion.

**(f) Evaluate the result at 650 K for barriers of 1.4 eV (intradimer) and 2.0 eV (inter-row), a common prefactor of 10¹³ s⁻¹, a = 0.240 nm and L = 0.768 nm.**

*Solution.* The barriers and the prefactor are rough typical values, so the digits given here and in part (g) serve to check the arithmetic, not to predict a measurement. The period is √2 times the silicon lattice parameter, taken as 0.543 nm, and b = L − a = 0.528 nm. With kT = 0.05601 eV,

k₁ = 10¹³ exp(−1.4/0.05601) s⁻¹ ≈ 140 s⁻¹,
k₂ = 10¹³ exp(−2.0/0.05601) s⁻¹ ≈ 0.00311 s⁻¹.

The ratio is about 4.5 × 10⁴, deep in the regime of inter-row control. With L² = 0.590 nm²,

D ≈ L²k₂/2 = 0.590 × 0.00311/2 nm²/s ≈ 9.2 × 10⁻⁴ nm²/s,

or 9.2 × 10⁻¹⁸ cm²/s. The full formula agrees with this limit to the digits shown. Doubling k₁ at fixed k₂ raises D by 0.001 percent, while doubling k₂ at fixed k₁ raises it by almost 100 percent. The apparent activation energy is 2.00 eV, the inter-row barrier.

Treating the hops as independent would give

D₀ ≈ (140 × 0.240² + 0.00311 × 0.528²)/2 nm²/s ≈ 4.0 nm²/s,

about 4400 times D. Nearly all of this comes from motion inside one dimer, which leads nowhere. The value D₀ describes the growth of ⟨x²⟩ only at times well below 1/(2K) = 0.0036 s.

The mean waiting time for an inter-row hop is 1/k₂ = 321 s. After that time the formula of part (b) gives

⟨x²⟩ ≈ 0.59 nm² + 0.03 nm² = 0.62 nm².

The first term is 2Dt. The second is close to a²/2, the mean square displacement of a defect that is equally likely to be on its starting site or at distance a from it.

**(g) Which neglected effects matter for these numbers? Treat in particular a difference in site energy, tunnelling, hops along the row, and loss of hydrogen.**

*Solution.* *Site energy.* Let one site of every dimer, the same side each time, be lower by ε, with the energies of the barrier tops unchanged. Both rates out of the deep sites are then multiplied by g = exp(−ε/kT). Define φ = n on the shallow sites and φ = gn on the deep ones. The flux through each link is kᵢ times the drop in φ, so φ falls by the same δ per period as before. The occupation falls by δ on shallow sites and by δ/g on deep ones. In part (c) the sum 2δ is replaced by δ(1 + 1/g), and D is multiplied by

2/(1 + exp(ε/kT)).

For ε = 0.05 eV this is 0.58. The deep sites hold the defect without helping it onwards. If the depth ε varies from site to site while the barrier tops stay unchanged, the drop in φ over each link is still J/kᵢ, and D is divided by the mean of exp(ε/kT) over all sites. For the pattern above this mean is [1 + exp(ε/kT)]/2, which gives the same factor.

*Tunnelling.* Near its top, take the barrier as an inverted parabola with energy quantum ħω, and let u = ħω/kT. At energy xkT above the top (here x is a number), the transmission is 1/[1 + exp(−2πx/u)]. For the same thermal population of the well, the crossing rate relative to the classical one is

κ = ∫ exp(−x)/[1 + exp(−2πx/u)] dx,

with limits extended to ±∞. The substitution z = exp(−2πx/u) gives

κ = (u/2π) ∫₀^∞ z^(u/2π − 1)/(1 + z) dz = (u/2)/sin(u/2),

from the standard integral π/sin(πw) with w = u/2π. It converges for u < 2π. A rough quantum of 0.12 eV gives u = 2.14 and κ = 1.22. Tunnelling below the top, less reflection above it, thus raises k₂, and with it D, by about a fifth. This factor covers the barrier crossing only. In one dimension, quantisation of the vibration in the well, with quantum ħω₀ and u₀ = ħω₀/kT, multiplies the rate by a further sinh(u₀/2)/(u₀/2). That is 1.2 for a quantum of 0.12 eV and 2.2 for 0.26 eV, so it can be as large as κ or larger. Both corrections apply to a classical, computed barrier. A barrier and prefactor fitted to measured rates already contain them.

*Hops along the row.* These change neither x nor s, since the rows are in register and all sites are equivalent. They leave D across the rows unchanged. With a rough barrier of 1.7 eV and the same prefactor, their rate is 0.66 s⁻¹ in each direction. The step is L/2, so the coefficient along the row is 0.66 × (0.384)² nm²/s ≈ 0.097 nm²/s, about 106 times D. While it waits for one inter-row hop, the defect wanders an rms distance of 21 dimers along its row.

*Loss of hydrogen, and the real surface.* The geometry is that of hydrogen-terminated Si(001), and the temperature is one at which hydrogen is mobile but leaves slowly in this model. The barriers are the weak point: an error of 0.1 eV in the inter-row barrier changes D by a factor of 6, more than the site offset or tunnelling sized above. The assumption that the defect is isolated also fails as time goes on. With a rough desorption barrier of 2.5 eV and prefactor of 10¹⁵ s⁻¹, and no supply of hydrogen from the gas, 1.3 percent of the dimers lose their hydrogen pair during one waiting time of 321 s. In that time the defect makes N ≈ 2 × 0.66 × 321 ≈ 424 hops along the row, and a walk in one row visits about √(8N/π) ≈ 33 different dimers. About 0.4 of a dimer among these has emptied by the end, so meetings with new dangling bonds can already matter. An rms travel of ten rows would take 8.9 h, by which time about 74 percent of the dimers would be empty at that constant rate. With these rough values, the calculated D at 650 K therefore applies at best over about one row spacing, and should not be extrapolated to long distances on a surface that is losing hydrogen. Steps and charged defects, which break the equivalence of the sites, limit its use further.

The full set of values is in the numerical output below.

Computed values

```
INPUTS (rough typical values)
temperature = 650 K, kT = 0.05601 eV
lattice parameter = 0.543 nm
a = 0.240 nm, b = 0.528 nm, L = 0.768 nm
intradimer barrier = 1.40 eV
inter-row barrier = 2.00 eV
hop prefactor = 1.0e+13 1/s
EXAMPLE
k1 = 139.7 1/s
k2 = 0.003112 1/s
k1/k2 = 4.489e+04
D formula = 9.1745e-04 nm^2/s
D steady flux = 9.1745e-04 nm^2/s
D converted = 9.1745e-18 cm^2/s
slow-hop limit L^2 k2/2 = 9.1747e-04 nm^2/s
uncorrelated value = 4.023 nm^2/s
uncorrelated value / D = 4385
D change, k1 doubled = 0.00111 percent
D change, k2 doubled = 99.996 percent
apparent energy = 1.99999 eV
mean inter-row waiting time = 321.4 s
memory time 1/(2(k1+k2)) = 3.580e-03 s
<x^2> after that waiting time = 0.6185 nm^2
2Dt part = 0.5897 nm^2, constant = 0.0288 nm^2
forward step probability = 0.499994
COMPARABLE RATES: k1 = 3 1/s, k2 = 1 1/s, same L
D from late slope, a = 0.10 nm: 0.22114 nm^2/s
D from late slope, a = 0.24 nm: 0.22114 nm^2/s
D formula = 0.22114 nm^2/s
sensitivity to k1 = 0.2500, to k2 = 0.7500
forward step probability = 0.4286
RATE RATIO k1/k2 and D / (L^2 k_min/2), steady flux
     0.01   0.9901
     0.10   0.9091
     1.00   0.5000
     3.00   0.7500
    10.00   0.9091
   100.00   0.9901
NEGLECTED EFFECTS (rough inputs)
0.1 eV error in inter-row barrier: factor 5.96
site offset 0.05 eV: D times 0.581
barrier quantum 0.12 eV: k2 times 1.220
along-row barrier 1.70 eV: rate 0.659 1/s
D along row = 9.719e-02 nm^2/s, ratio 105.9
rms along-row travel per wait = 20.6 dimers
desorption: 1e+15 1/s, 2.50 eV
desorption rate per dimer = 4.133e-05 1/s
dimers emptied per wait = 1.32 percent
time for rms travel of 10 rows = 8.93 h
dimers emptied in that time = 73.5 percent
```
